\section*{The one-dimensional Dirac delta potential is ambiguous}

\section{Two answers to one question}

An electron moves on a line in an attractive potential so narrow that it is written $-g\,\delta(x)$. With $g=2\hbar c$, one calculation puts the bound level at $E=0$, in the middle of the gap between $-mc^2$ and $+mc^2$. Another, with the same $g$, puts it at $E=-0.416\,mc^2$. The binding energies $mc^2-E$ are 511 keV and 724 keV. Neither calculation contains an algebraic slip. They answer different questions, because for the Dirac equation the symbol $-g\,\delta(x)$ does not say what the potential is. Someone who compares a delta model with a narrow well, or takes $g$ from one calculation into another, can therefore be wrong by a large part of the rest energy.

The belief at fault is that the Dirac delta potential, like the Schr\"odinger one, is fixed by its strength. It has a good origin. In the Schr\"odinger equation a delta potential makes the slope of the wave function jump, while the wave function itself stays continuous. The product $\delta(x)\psi(x)$ then means $\delta(x)\psi(0)$. The Dirac equation is of first order, so a delta term makes the spinor itself jump, and $\delta(x)\psi(x)$ asks for the value of $\psi$ at the point where it has none. The natural repair is to use the mean of the values on the two sides. This treats both sides alike, conserves current and has the right nonrelativistic limit. It is nevertheless not what a narrow local well does.

\section{The equation in real form}

Set $\hbar=1$ and keep $m$ and $c$. The coupling $g$ is an energy times a length, so $g/c$ is a pure number. The Hamiltonian is
\begin{equation}
H=-ic\,\sigma_x\frac{d}{dx}+mc^2\sigma_z+V ,
\end{equation}
where $V$ is electrostatic: it acts equally on both components. Begin with a local well $V=-g f_a(x)$, where $f_a(x)=f(x/a)/a$ vanishes outside $0<x<a$ and has unit area. The profile $f$ is bounded and otherwise free.

Write $\psi=(u,iv)$. The upper line of $H\psi=E\psi$ is $-ic(iv)'+(mc^2-gf_a)u=Eu$, and $-i\cdot i=1$. The lower line is $-icu'-i(mc^2+gf_a)v=iEv$, which is divided by $i$. The result is
\begin{align}
v'&=\frac{E-mc^2+gf_a}{c}\,u, &
u'&=-\frac{E+mc^2+gf_a}{c}\,v .
\end{align}
With $y=(u,v)$ this reads
\begin{equation}
y'=\Big[K+\frac{g}{c}f_a(x)J\Big]y,\qquad
J=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad
K=\frac1c\begin{pmatrix}0&-(E+mc^2)\\E-mc^2&0\end{pmatrix}.
\label{eq:real}
\end{equation}
Since $J^2=-1$, the matrix $e^{J\theta}=\cos\theta+J\sin\theta$ rotates $y$ by the angle $\theta$. The well term turns the spinor; $K$ contains the free motion.

\section{What a squeezed local well does}

Let $F(x)=\int_0^x f_a\,dx'$, which goes from 0 to 1 across the well. Remove the rotation by setting $y=e^{JgF/c}z$. Differentiation gives $y'=(g/c)f_aJy+e^{JgF/c}z'$, and comparison with (\ref{eq:real}) leaves
\begin{equation}
z'=e^{-JgF/c}\,K\,e^{JgF/c}\,z .
\end{equation}
Rotations do not change lengths, so the matrix on the right has the norm of $K$, which is $(|E|+mc^2)/c$, however high the well is. Over the width $a$ the vector $z$ therefore changes by an amount of order $a(|E|+mc^2)/c$, which vanishes as $a\to0$ at fixed $g$ and $E$. What remains is
\begin{equation}
y_+=e^{J\theta_L}y_-,\qquad \theta_L=\frac gc ,
\label{eq:local}
\end{equation}
where $y_\mp$ are the values to the left and right. The profile has dropped out. This rests on the well term being a multiple of the same matrix $J$ at every $x$, so that the small rotations simply add. It also requires $a$ to be small compared with $\hbar c/(|E|+mc^2)$; for a bound level it is enough that $a$ is small compared with $\hbar/mc$.

\section{What averaging does}

Now put the delta function in directly and give it the half-sum of the two values. Integrating (\ref{eq:real}) across the point gives
\begin{equation}
y_+-y_-=\frac gc\,J\,\frac{y_++y_-}{2}.
\label{eq:avg}
\end{equation}
With $\tau=g/2c$, collect $y_+$ on the left: $(1-\tau J)y_+=(1+\tau J)y_-$. Multiply by $1+\tau J$ and use $(1+\tau J)(1-\tau J)=1-\tau^2J^2=1+\tau^2$:
\begin{equation}
y_+=\frac{(1+\tau J)^2}{1+\tau^2}\,y_-
=\Big[\frac{1-\tau^2}{1+\tau^2}+\frac{2\tau}{1+\tau^2}J\Big]y_- .
\end{equation}
If $\tau=\tan\alpha$, the two fractions are $\cos2\alpha$ and $\sin2\alpha$. This too is a rotation, but by
\begin{equation}
\theta_A=2\arctan\frac{g}{2c}.
\end{equation}

Current conservation cannot choose between the two. The current is $c\,\psi^\dagger\sigma_x\psi=ic(u^*v-v^*u)=-ic\,y^\dagger Jy$, and every rotation $e^{J\theta}$ leaves it unchanged because it is orthogonal and commutes with $J$.

\section{Where the half-sum goes wrong}

Inside a narrow local well the spinor is $e^{J\theta F}y_-$ with $\theta=g/c$. The well acts on the average of this spinor weighted with $f_a$. Because $f_a\,dx=dF$,
\begin{equation}
\int f_a\,y\,dx=\int_0^1e^{J\theta F}dF\;y_-
=\frac{e^{J\theta}-1}{J\theta}\,y_-
=e^{J\theta/2}\,\frac{\sin(\theta/2)}{\theta/2}\,y_- .
\end{equation}
The last step takes out $e^{J\theta/2}$ and uses $e^{J\theta/2}-e^{-J\theta/2}=2J\sin(\theta/2)$. The half-sum of the end values is instead
\begin{equation}
\frac{y_-+y_+}{2}=\frac{1+e^{J\theta}}{2}\,y_-=e^{J\theta/2}\cos\frac\theta2\;y_- .
\end{equation}
For $0<\theta<\pi$ both vectors point along the middle of the arc, but their lengths differ. The spinor moves along a circle, while the half-sum is the midpoint of the chord, which lies closer to the centre. The ratio of half-sum to sampled spinor is
\begin{equation}
\frac{\theta/2}{\tan(\theta/2)}=\frac{1}{\tan 1}=0.642\qquad\text{for }\theta=2 .
\label{eq:ratio}
\end{equation}
At $g=2c$ the half-sum thus has less than two thirds of the length it should have.

The same fault can be seen in powers of the coupling. A familiar rule says that a step function times a delta function is half a delta function. Here the step is $F$, and indeed $\int F f_a\,dx=\tfrac12$. But the expansion of $e^{J\theta F}$ contains every power, and
\begin{equation}
\int F^n f_a\,dx=\int_0^1F^n\,dF=\frac1{n+1}.
\end{equation}
The half-sum of the end values, $F=0$ and $F=1$, assigns $\tfrac12$ to each power with $n\ge1$. That is right for $n=1$ and wrong from $n=2$ on, where $\tfrac13$ is needed. The rule fails because it is applied to powers of the step.

\section{The potential for which averaging is right}

The averaged condition also describes a definite limit, that of a different potential. Let
\begin{equation}
(V\psi)(x)=-g\,f_a(x)\int f_a(x')\psi(x')\,dx' .
\end{equation}
This separable potential is nonlocal: its effect at $x$ depends on $\psi$ throughout the well. Its kernel $-gf_a(x)f_a(x')$ is real and symmetric, so it is Hermitian. As $a\to0$ the kernel tends to $-g\,\delta(x)\delta(x')$. Acting on a continuous function, it gives the same as $-g\,\delta(x)$.

In real form $y'=Ky+(g/c)f_aJS$, with the constant vector $S=\int f_a y\,dx$. Integrate from the left edge and drop the contribution of $K$, which is again of order $a$:
\begin{equation}
y(x)=y_-+\frac gc F(x)\,JS .
\label{eq:sep}
\end{equation}
The spinor now moves along a straight line, since the driving vector $S$ is fixed. Weight (\ref{eq:sep}) with $f_a$ and use $\int Ff_a\,dx=\tfrac12$:
\begin{equation}
S=y_-+\frac{g}{2c}JS .
\end{equation}
This has a unique solution, because $1-\tau J$ has the inverse $(1+\tau J)/(1+\tau^2)$. At the right edge $F=1$, so $y_+=y_-+(g/c)JS$, and the half-sum $(y_-+y_+)/2=y_-+(g/2c)JS$ equals $S$. Equation (\ref{eq:avg}) follows, for every profile. Only the first power of $F$ occurs here, and for that power the rule of one half is correct.

Both rotations were tested by integrating the Dirac equation through very narrow wells of three profiles, one of them lopsided, at $g/c=0.5$, 2 and 4. The local wells gave $\theta_L$ and the separable wells $\theta_A$.

\section{The bound level}

To the right of the well a bound state has $y=(A,B)e^{-\kappa x}$ with $\kappa>0$. The free equations give $\kappa A=(E+mc^2)B/c$ and $\kappa B=(mc^2-E)A/c$. Multiplying them gives $c^2\kappa^2=m^2c^4-E^2$; dividing the second by the first gives
\begin{equation}
\frac{B}{A}=+\sqrt{\frac{mc^2-E}{mc^2+E}}=\tan\frac\varphi2,
\qquad E=mc^2\cos\varphi,\quad 0<\varphi<\pi .
\end{equation}
The positive root holds because $B/A=c\kappa/(E+mc^2)>0$. To the left, $\kappa$ changes sign and so does $B/A$. The potential must therefore turn the spinor from the direction $-\varphi/2$ to the direction $+\varphi/2$. The overall sign of the right-hand tail is free, so half turns do not count:
\begin{equation}
\varphi=\theta\bmod\pi,\qquad E=mc^2\cos(\theta\bmod\pi).
\label{eq:level}
\end{equation}
In the zero-width limit there is one level for each $\theta$ that is not a multiple of $\pi$. The two constructions give
\begin{align}
E_L&=mc^2\cos\frac gc\quad(0<g<\pi c), \\
E_A&=mc^2\,\frac{1-\tau^2}{1+\tau^2}=mc^2\,\frac{4c^2-g^2}{4c^2+g^2}\quad(g>0).
\end{align}

For $g=2c$ the local rotation is 2 rad and $E_L=mc^2\cos2=-0.416\,mc^2$. The averaged rotation is $2\arctan1=\pi/2$ and $E_A=0$. The binding energies are $1.416\,mc^2$ and $1.000\,mc^2$, which for the electron mass are 723.65 keV and 511.00 keV.

Wells of finite width show which number belongs to which potential. For square local wells of width 0.1, 0.01 and 0.001, in units of $\hbar/mc$, the level lies at $-0.3385$, $-0.4082$ and $-0.4154\,mc^2$. For separable wells of the same widths it lies at 0.0330, 0.0033 and $0.0003\,mc^2$. Squeezing does not bring the two sequences together.

The rate of approach can be derived for the local square well. Let $\chi$ be the direction of $y$, and use units $m=c=1$. Then $\chi'=(uv'-vu')/(u^2+v^2)=gf_a+E-\cos2\chi$. To lowest order $\chi$ runs evenly from $-1$ to $1$ when $g=2$, so the mean of $\cos2\chi$ is $\tfrac12\sin2=0.455$. The rotation changes by $a(-0.416-0.455)=-0.871a$. Since $E=\cos\varphi$, the level shifts by $-\sin2\times(-0.871a)=0.79a$. At $a=0.001$ this predicts $0.00079$, which is the difference between the computed level $-0.415355$ and the limit $-0.416147$.

\section{Weak coupling: where the two agree}

Let $x=g/c$ be small. From $2\arctan(x/2)=x-x^3/12+\dots$, the angles differ first in the third order. For the energies, use $\cos x=1-x^2/2+x^4/24-\dots$ and $(1-\tau^2)/(1+\tau^2)=1-2\tau^2+2\tau^4-\dots$ with $\tau=x/2$:
\begin{align}
E_L-mc^2&=-\frac{mg^2}{2}+\frac{1}{24}\frac{mg^4}{c^2}-\dots,\\
E_A-mc^2&=-\frac{mg^2}{2}+\frac{1}{8}\frac{mg^4}{c^2}-\dots .
\end{align}
The common first term is the Schr\"odinger result. There the slope of $e^{-\kappa|x|}$ jumps by $-2\kappa$, the equation demands $-2mg$, and so $\kappa=mg$ and the energy is $-\kappa^2/2m=-mg^2/2$. As $c\to\infty$ at fixed $g$ the ambiguity disappears.

The next term is the first relativistic correction, and there the two differ by a factor of three. A delta model used to estimate that correction gives an answer that depends on the construction. Finite square wells at $g=0.3c$ confirm the coefficients: the energy beyond $-mg^2/2$, divided by $mg^4/c^2$, is 0.0416 for the local well and 0.1223 for the separable one. The second lies below $\tfrac18$ mainly because the next term of its series, $-2\tau^6=-x^6/32$, lowers the quotient by $x^2/32=0.0028$.

Relative to the binding energy, the leading disagreement is $(x^4/12)/(x^2/2)=x^2/6$. At $g=0.1c$ this is 0.17 per cent. At $g=c$ this leading term would give 17 per cent, which is too much: the levels themselves, 0.540 and $0.600\,mc^2$, give binding energies of 0.460 and $0.400\,mc^2$. The averaged one is 13 per cent smaller than the local one.

\section{Strong coupling: a difference in kind}

As $g$ rises to $\pi c$, the local level descends to $-mc^2$. There $c\kappa=mc^2\sin\varphi$ vanishes and the state is no longer confined. At $g=\pi c$ the rotation is a half turn, $y_+=-y_-$. For slightly larger $g$, (\ref{eq:level}) gives a level just below $+mc^2$. This is a new state that enters from the upper continuum and descends in its turn. At finite width the two overlap. In units $m=c=1$, a square well acquires the new level when $g(g+2a)=\pi^2$ and loses the old one when $g(g-2a)=\pi^2$, so for $g$ within about $a$ of $\pi$ it holds both. At $a=0.1$ and $g=\pi$ they lie at $+0.995$ and $-0.995$.

The averaged level never reaches $-mc^2$ at finite $g$. For large $g$ its energy is
\begin{equation}
E_A=mc^2\Big(-1+\frac{8c^2}{4c^2+g^2}\Big)\simeq -mc^2+\frac{8mc^4}{g^2}.
\end{equation}
At $g=4c$ the levels have opposite signs: $E_L=mc^2\cos(4-\pi)=0.654\,mc^2$, while $E_A=mc^2(4-16)/(4+16)=-0.600\,mc^2$. Whether the level meets the lower continuum at a finite coupling thus depends on the construction.

\section{Scattering}

Let a wave of momentum $p>0$ and energy $E=\sqrt{m^2c^4+c^2p^2}$ come from the left. With $r=cp/(E+mc^2)$, the free equations give the vectors $\chi_\pm=(1,\mp ir)$ for motion to the right and left. Matching at the origin requires $t\chi_+=e^{J\theta}(\chi_++R\chi_-)$, where $t$ and $R$ are the transmitted and reflected amplitudes. Multiply by $e^{-J\theta}$:
\begin{equation}
t(\cos\theta-J\sin\theta)\chi_+=\chi_++R\chi_- .
\end{equation}
Write $J\chi_+=(ir,1)=\alpha\chi_++\beta\chi_-$. The two components give $\alpha+\beta=ir$ and $\alpha-\beta=i/r$, so $\alpha=\tfrac i2(r+1/r)$. Because $c^2p^2=(E-mc^2)(E+mc^2)$, one has $r=(E-mc^2)/cp$ and $1/r=(E+mc^2)/cp$, hence $\alpha=iE/cp$. The coefficients of $\chi_+$ then give $t\,[\cos\theta-i(E/cp)\sin\theta]=1$. With $E^2/c^2p^2=1+m^2c^2/p^2$,
\begin{equation}
|t|^2=\frac{1}{1+(mc/p)^2\sin^2\theta}.
\end{equation}

At $p=0.5\,mc$ the factor $(mc/p)^2$ is 4. For $g=2c$ the local value is $1/(1+4\sin^22)=0.232$ and the averaged one $1/(1+4)=0.200$. These differ by 16 per cent, since the angles enter only through $\sin^2\theta$, which is 0.83 and 1. At $g=1.72c$, where $\theta_L+\theta_A=\pi$, the two transmissions are equal at every momentum, while the levels are $-0.149$ and $+0.149\,mc^2$. A transmission measurement can therefore hide the difference. At $g=\pi c$ it is plain: the local limit transmits everything, at every momentum, while the averaged one transmits 0.233. A well of finite width is transparent only when $p/mc$ is large compared with $a$ in units of $\hbar/mc$: a square well of width 0.01 transmits 0.9995 at $p=0.5\,mc$ but 0.50 at $p=0.01\,mc$. For finite $g>0$ the averaged angle lies strictly between 0 and $\pi$, so that potential always reflects.

\section{Translating the coupling}

Since both constructions produce rotations, one can imitate the other with a changed coupling. Setting $2\arctan(g_A/2c)$ equal to $g_L/c$ gives
\begin{equation}
g_A=2c\tan\frac{g_L}{2c}.
\end{equation}
This is $g_L$ divided by the ratio in (\ref{eq:ratio}): for $0<g_L<\pi c$ the half-sum is too short, and a larger coupling makes up for it. For $g_L=2c$ the formula gives $g_A=2c\tan1=3.115c$, and a narrow separable well with that coupling has its level at $-0.416\,mc^2$, as the local well does. At $g_L=\pi c$ the translation needs an infinite $g_A$, and between $\pi c$ and $2\pi c$ it gives a negative one, that is, a repulsive separable potential. This is the price of matching the whole rotation, including the overall sign of the spinor on the right. If only the level and the transmission probability have to agree, half turns do not count. For $\pi c<g_L<2\pi c$ the attractive coupling $g_A=2c\tan[(g_L-\pi c)/2c]$ then serves as well; for $g_L=4c$ it is $0.915c$.

A Dirac delta coupling therefore has a meaning once its construction is named. If the delta stands for a narrow electrostatic well, the matching condition is the rotation by $g/c$. For the free electron this is a one-particle model, and the keV values only set the scale. At $g=2\hbar c$ a well of width $0.1\,\hbar/mc$ is 39 fm wide and 10 MeV deep, and its depth divided by its width is about $2.6\times10^{20}$ V/m, far above the critical field of $1.3\times10^{18}$ V/m. In a numerical calculation the well must be resolved by the grid. A well of one cell on a staggered grid, acting on one $u$ point and the next $v$ point, tends at $g=2c$ to $-0.447\,mc^2$, which is neither of the two values found here. If the averaged condition is used, $g$ is the strength of a separable potential. These two cases do not exhaust the point interactions of the Dirac equation. In particular, a narrow term that acts like a mass is not a multiple of $J$ in (\ref{eq:real}), and the derivation given here does not cover it. The numerical output gives the angles and levels for couplings from $0.1$ to $4\,\hbar c$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Units: g in hbar c, E in m c^2, width in hbar/(m c), p in m c
Main coupling g = 2.0 hbar c
Half-sum / sampled spinor, local well, g = 2: 0.642093
Bound level of finite square wells, g = 2 (E in m c^2)
  local     width 0.100: E = -0.338513
  local     width 0.010: E = -0.408242
  local     width 0.001: E = -0.415355
  separable width 0.100: E = 0.033027
  separable width 0.010: E = 0.003331
  separable width 0.001: E = 0.000333
Other shapes at width 0.001, g = 2 (E in m c^2)
  lopsided  : local -0.415616, separable 0.000229
  two-humped: local -0.415412, separable 0.000302
Zero-width limits: g, angles (rad), levels (m c^2)
  g=0.1: angle local 0.100000, averaged 0.099917; E local 0.995004, averaged 0.995012
  g=0.5: angle local 0.500000, averaged 0.489957; E local 0.877583, averaged 0.882353
  g=1.0: angle local 1.000000, averaged 0.927295; E local 0.540302, averaged 0.600000
  g=2.0: angle local 2.000000, averaged 1.570796; E local -0.416147, averaged 0.000000
  g=3.0: angle local 3.000000, averaged 1.965587; E local -0.989992, averaged -0.384615
  g=4.0: angle local 4.000000, averaged 2.214297; E local 0.653644, averaged -0.600000
Main result g = 2, binding energy m c^2 - E for the electron mass
  local   : 1.416147 m c^2 = 723.65 keV
  averaged: 1.000000 m c^2 = 511.00 keV
Coefficient of g^4 in E (m c^2); finite-well value at g = 0.3
  local   : series 1/24 = 0.04167, finite well 0.04155
  averaged: series 1/8 = 0.12500, finite well 0.12226
Transmission probability at p = 0.5 m c
  g=2.000000: local 0.232165, averaged 0.200000
  g=3.141593: local 1.000000, averaged 0.233448
Averaged coupling equivalent to local g = 2: 3.114815 hbar c
  separable well, width 1e-5, that coupling: E = -0.41614 m c^2
\end{verbatim}
